# Exponential and Gaussian Interface Roughness: the Inverse-Cube Spectrum in Two Dimensions

Let $h(\mathbf r)$ be the height of a rough interface above its mean plane. Its statistics are taken to be homogeneous and isotropic, with zero mean, rms height $\Delta$ and a single correlation length $\Lambda$. The autocovariance $C(r)=\langle h(\mathbf r_0)h(\mathbf r_0+\mathbf r)\rangle$ then depends only on distance, and its power spectrum is

$$S(q)=\int d^2r\,C(r)\,e^{-i\mathbf q\cdot\mathbf r},\qquad \Delta^2=C(0)=\int\frac{d^2q}{(2\pi)^2}\,S(q).$$

Since $C$ is a squared length integrated over an area, $S$ has the dimension of length to the fourth power. It is proportional to $\Delta^2$, so it must have the form

$$S(q)=\Delta^2\Lambda^2F(q\Lambda),$$

with a dimensionless function $F$. The same reasoning suggests the tail. Rapid oscillations of the Fourier factor cancel wherever $C$ is smooth, which leaves the point $r=0$. If $C$ has a cusp there, with slope $C'(0)=-s$, then $s$ is a length. Suppose that at large $q$ the spectrum depends on the interface through $s$ alone, and linearly. Dimensions then require $S\propto s\,q^{-3}$. If the slope vanishes, as for a Gaussian, this term is absent. It remains to find the coefficient and to prove the supposition.

The two models compared here are

$$C_E(r)=\Delta^2e^{-r/\Lambda},\qquad C_G(r)=\Delta^2e^{-r^2/\Lambda^2}.$$

Both have height $\Delta$, and both fall to $1/e$ of their initial value at $r=\Lambda$. This is the meaning given to equal correlation lengths.

For the exponential, put $\alpha=1/\Lambda$ and use polar coordinates with the angle $\theta$ measured from $\mathbf q$. The radial integral is done first. Because $\int_0^\infty r\,e^{-pr}dr=1/p^2$ for $\mathrm{Re}\,p>0$, and here $p=\alpha+iq\cos\theta$ has real part $\alpha>0$,

$$S_E(q)=\Delta^2\int_0^{2\pi}d\theta\int_0^\infty r\,e^{-r(\alpha+iq\cos\theta)}dr=\Delta^2\int_0^{2\pi}\frac{d\theta}{(\alpha+iq\cos\theta)^2}.$$

The integrand is minus the derivative with respect to $\alpha$ of a simpler one, so consider

$$J(\alpha)=\int_0^{2\pi}\frac{d\theta}{\alpha+iq\cos\theta}=\int_0^{2\pi}\frac{\alpha-iq\cos\theta}{\alpha^2+q^2\cos^2\theta}\,d\theta.$$

The imaginary part changes sign under $\theta\to\theta+\pi$ and integrates to zero. The real part is the same in each quadrant. With $t=\tan\theta$, $\cos^2\theta=1/(1+t^2)$ and $d\theta=dt/(1+t^2)$,

$$J=4\alpha\int_0^{\infty}\frac{dt}{\alpha^2+q^2+\alpha^2t^2}=4\alpha\,\frac{\pi}{2\alpha\sqrt{\alpha^2+q^2}}=\frac{2\pi}{\sqrt{\alpha^2+q^2}}.$$

Differentiation gives $-dJ/d\alpha=2\pi\alpha/(\alpha^2+q^2)^{3/2}$. Multiplying by $\Delta^2$ and restoring $\alpha=1/\Lambda$ yields

$$S_E(q)=\frac{2\pi\Delta^2\Lambda^2}{(1+q^2\Lambda^2)^{3/2}}.$$

For $q\Lambda\gg1$, taking $q^2\Lambda^2$ out of the bracket gives

$$S_E(q)=\frac{2\pi\Delta^2}{\Lambda q^3}\left(1+\frac1{q^2\Lambda^2}\right)^{-3/2}\simeq\frac{2\pi\Delta^2}{\Lambda q^3}\left(1-\frac{3}{2q^2\Lambda^2}\right).$$

This is the inverse-cube law, with $s=\Delta^2/\Lambda$ and coefficient $2\pi$. It is an asymptotic law: for $q\Lambda\ll1$ the spectrum levels off at $2\pi\Delta^2\Lambda^2$. The local exponent describes the passage between the two regimes,

$$\frac{d\ln S_E}{d\ln q}=-\frac{3q^2\Lambda^2}{1+q^2\Lambda^2}.$$

It is $-1.5$ at $q\Lambda=1$, $-2.4$ at $q\Lambda=2$ and $-2.95$ at $q\Lambda=8$. Direct numerical evaluation of the two-dimensional Fourier integral at $q\Lambda=20$ and $40$ gives a mean exponent of $-2.996$ between these points.

The Gaussian factorizes in Cartesian coordinates. For the $x$ factor, completing the square gives

$$\frac{x^2}{\Lambda^2}+iq_xx=\left(\frac{x}{\Lambda}+\frac{iq_x\Lambda}{2}\right)^2+\frac{q_x^2\Lambda^2}{4}.$$

The integration line may be shifted back to the real axis, since the integrand has no singularities and vanishes at both ends. The factor is therefore $\sqrt\pi\,\Lambda e^{-q_x^2\Lambda^2/4}$. Multiplication by the $y$ factor gives

$$S_G(q)=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4},\qquad \frac{d\ln S_G}{d\ln q}=-\frac{q^2\Lambda^2}{2}.$$

The exponent has no finite limit, so this spectrum eventually falls below every inverse power of $q$.

Equal height and correlation length do not make the exponential spectrum the larger one everywhere. With $x=q\Lambda$,

$$\frac{S_E}{S_G}=\frac{2e^{x^2/4}}{(1+x^2)^{3/2}},\qquad \frac{d}{dx}\ln\frac{S_E}{S_G}=\frac x2-\frac{3x}{1+x^2}.$$

The ratio starts at 2, because the area integral of $e^{-r/\Lambda}$ is $2\pi\Lambda^2$ and that of $e^{-r^2/\Lambda^2}$ is $\pi\Lambda^2$. It decreases until $1+x^2=6$, where it equals $2e^{5/4}/6^{3/2}=0.475$, and then increases without bound. It passes through 1 at $x=0.905$ and at $x=3.620$. Both models distribute the same total variance $\Delta^2$. The exponential places more of it at long and at short wavelengths, and the Gaussian more in between.

The role of the cusp can now be proved for a wider class. Let $C(r)$ be radial and smooth on $r\ge0$, with derivatives that decay fast enough to be integrable over the plane, and let $C'(0)=-s$. Choose any length $\ell$ and subtract an exponential with the same initial slope:

$$D(r)=C(r)-s\ell\,e^{-r/\ell},\qquad D'(0)=0.$$

Near the origin $D'(r)=D''(0)r+\tfrac12D'''(0)r^2+\dots$, so that

$$G\equiv\nabla^2D=D''+\frac{D'}{r}=2D''(0)+\tfrac32D'''(0)\,r+\dots$$

is continuous, and its gradient is bounded there and integrable over the plane. The Fourier transform of an integrable function tends to zero at large $q$ (the Riemann–Lebesgue lemma). Applied to $\nabla G$, whose transform is $i\mathbf q\tilde G$, this says that $q\tilde G\to0$. Moreover $\tilde G=-q^2\tilde D$. No extra term arises from the origin, because the flux of $\nabla D$ through a small circle of radius $\epsilon$ is $2\pi\epsilon D'(\epsilon)\to0$. Hence $q^3\tilde D\to0$. The subtracted exponential is the case already solved, with $\Delta^2\to s\ell$ and $\Lambda\to\ell$, and it contributes $2\pi s/q^3$. Therefore

$$\lim_{q\to\infty}q^3S(q)=-2\pi C'(0).$$

The behaviour of $C$ at large distance does not enter. As a numerical test, the function $e^{-r-r^2/2}$, in units of the correlation length, has initial slope $-1$ but a Gaussian decay at large $r$. At $q=40$ its directly computed transform satisfies $q^3S/(2\pi)=1.002$.

The power 3 belongs to the plane. Along a straight line drawn on the same surface the covariance is still $\Delta^2e^{-\alpha|x|}$, but its one-dimensional transform is

$$\Delta^2\,2\,\mathrm{Re}\int_0^\infty e^{-(\alpha+iq)x}dx=\frac{2\alpha\Delta^2}{\alpha^2+q^2},$$

which falls as $q^{-2}$. The spectrum of a line profile therefore must not be inserted where the theory calls for the spectrum of the surface.

A physical interface cannot keep a cusp down to zero distance. Let it be rounded over a length $a$ while the variance is held fixed:

$$C_a(r)=\Delta^2e^{\alpha a}e^{-\alpha R},\qquad R=\sqrt{r^2+a^2}.$$

Its spectrum follows from writing an exponential as a mixture of Gaussians. For $w>0$ define

$$I(w)=\int_0^\infty e^{-u^2/4-w^2/u^2}du.$$

The substitution $u\to2w/u$ exchanges the two terms of the exponent and shows that also $I=\int_0^\infty(2w/u^2)\,e^{-u^2/4-w^2/u^2}du$. Take the mean of the two forms and set $v=u/2-w/u$. Then $dv=(\tfrac12+w/u^2)\,du$ and $u^2/4+w^2/u^2=v^2+w$, so that

$$I(w)=e^{-w}\int_{-\infty}^{\infty}e^{-v^2}dv=\sqrt\pi\,e^{-w}.$$

With $w=\alpha R$ this gives

$$e^{-\alpha R}=\frac1{\sqrt\pi}\int_0^\infty du\,e^{-u^2/4-\alpha^2a^2/u^2}\,e^{-\alpha^2r^2/u^2}.$$

Each Gaussian in $r$ has correlation length $u/\alpha$ and transform $\pi(u/\alpha)^2e^{-q^2u^2/4\alpha^2}$. Let $k=\sqrt{\alpha^2+q^2}$ and $u=\alpha v/k$. The transform of $e^{-\alpha R}$ becomes

$$\frac{\sqrt\pi\,\alpha}{k^3}M(ak),\qquad M(w)=\int_0^\infty v^2e^{-v^2/4-w^2/v^2}dv.$$

Since $v\,e^{-v^2/4}=-2\,d(e^{-v^2/4})/dv$, integration by parts gives

$$M=2\int_0^\infty e^{-v^2/4-w^2/v^2}\left(1+\frac{2w^2}{v^2}\right)dv=2\sqrt\pi\,(1+w)e^{-w},$$

where the second form of $I$ supplied $\int_0^\infty v^{-2}e^{-v^2/4-w^2/v^2}dv=\sqrt\pi\,e^{-w}/(2w)$. The result is

$$S_a(q)=2\pi\Delta^2\alpha\,e^{\alpha a}\,\frac{(1+ak)\,e^{-ak}}{k^3}.$$

For $a=0$ it returns $S_E$. For $a>0$ the inverse-cube law can hold only in the window $1/\Lambda\ll q\ll1/a$, beyond which the spectrum falls exponentially. The mixture also gives a picture of the tail. When $a=0$, Gaussians of arbitrarily small width $u\Lambda$ are present with nearly constant weight. At wavevector $q$ the factor $e^{-q^2\Lambda^2u^2/4}$ suppresses those with $u$ well above $2/(q\Lambda)$. The narrower ones contribute roughly in proportion to $u^2$, and $\int_0^{2/(q\Lambda)}u^2du\propto q^{-3}$.

The slow decay has consequences for quantities that weight short wavelengths. With $X=Q\Lambda$, the fraction of the variance carried by wavevectors above $Q$ in the exponential model is

$$\frac1{\Delta^2}\int_Q^\infty\frac{q\,dq}{2\pi}S_E=\int_X^\infty\frac{x\,dx}{(1+x^2)^{3/2}}=\frac1{\sqrt{1+X^2}},$$

while the Gaussian gives $\tfrac12\int_X^\infty x\,e^{-x^2/4}dx=e^{-X^2/4}$. The mean-square slope contains a further factor $q^2$. With $y=1+x^2$, wavevectors up to $Q$ contribute

$$\langle|\nabla h|^2\rangle_E=\frac{\Delta^2}{\Lambda^2}\int_0^X\frac{x^3dx}{(1+x^2)^{3/2}}=\frac{\Delta^2}{\Lambda^2}\int_1^{1+X^2}\frac{y-1}{2y^{3/2}}dy=\frac{\Delta^2}{\Lambda^2}\left[\frac{X^2+2}{\sqrt{1+X^2}}-2\right].$$

This grows linearly with $Q$ at large $X$, so the rms slope of an ideally exponential surface is infinite without a cutoff. The Gaussian integral converges to $(\Delta^2/\Lambda^2)\,\tfrac12\int_0^\infty x^3e^{-x^2/4}dx=4\Delta^2/\Lambda^2$.

A MOS inversion layer on a (100) silicon surface provides the scale for an example. Rough typical parameters are $\Delta=0.3$ nm, $\Lambda=1.5$ nm, a sheet density $n=10^{13}$ cm$^{-2}=0.1$ nm$^{-2}$ and a temperature of 300 K. First let all electrons occupy the lowest subband of the two valleys with in-plane mass $0.19\,m_e$. Two spins and two valleys give $n=4\pi k_F^2/(2\pi)^2$, hence $k_F=\sqrt{\pi n}=0.560$ nm$^{-1}$. Elastic scattering at the Fermi level transfers at most $2k_F=1.121$ nm$^{-1}$, or $q\Lambda=1.681$. There

$$S_E=\frac{2\pi(0.3)^2(1.5)^2}{(1+1.681^2)^{3/2}}\ \mathrm{nm}^4=0.170\ \mathrm{nm}^4,$$

$$S_G=\pi(0.3)^2(1.5)^2e^{-1.681^2/4}\ \mathrm{nm}^4=0.314\ \mathrm{nm}^4.$$

The exponential spectrum is smaller, by a factor 0.54. The local exponent is $-2.2$, and the bare inverse-cube law would exceed the full $S_E$ by 57 per cent. Electrons at the Fermi level therefore do not probe the asymptotic tail. The exponential model gains the upper hand for good only above $q=3.620/\Lambda=2.41$ nm$^{-1}$.

To see what this does to the mobility, let the scattering potential be $g\,h(\mathbf r)$ with $g$ independent of $q$. For plane waves in an area $A$ the mean squared matrix element is $g^2S(q)/A$. In the Born approximation, with a parabolic isotropic band of mass $m$, Fermi's golden rule weighted by the fractional loss of forward momentum, $1-\cos\theta$, gives

$$\frac1{\tau(k)}=\frac{mg^2}{\pi\hbar^3}\int_0^\pi d\theta\,(1-\cos\theta)\,S\!\left(2k\sin\tfrac\theta2\right).$$

Here $\theta$ is the scattering angle, and $q=2k\sin(\theta/2)$ follows from $|\mathbf k'|=|\mathbf k|$. At finite temperature the linearized Boltzmann equation weights $\tau$ by $v_x^2(-\partial f/\partial E)$, where $f$ is the Fermi function. The directional mean of $v_x^2$ is $E/m$ and the density of states is constant, so at fixed density

$$\mu\propto\int_0^\infty E\,\tau(E)\left(-\frac{\partial f}{\partial E}\right)dE.$$

The coupling $g$ cancels from the ratio of the two models. With $\Delta$, $\Lambda$ and $n$ held fixed, the roughness-limited mobility of the exponential model is about 1.4 times that of the Gaussian model at zero temperature and about 1.6 times at 300 K. The model with the slower spectral decay thus gives the higher mobility here. It does not scatter every electron less: below a kinetic energy of about 0.028 eV its relaxation rate $1/\tau$ is the larger one, because $S_E$ exceeds $S_G$ at small $q$. Thermal averaging matters because the Fermi energy, 0.063 eV, is only about 2.4 times $k_BT=0.026$ eV.

The definition of $\Lambda$ also matters. Another convention writes the exponential as $\Delta^2e^{-\sqrt2r/\Lambda}$. Replacing $\Lambda$ by $\Lambda/\sqrt2$ in $S_E$ gives

$$S(q)=\frac{\pi\Delta^2\Lambda^2}{(1+q^2\Lambda^2/2)^{3/2}}\to\frac{2\sqrt2\,\pi\Delta^2}{\Lambda q^3}.$$

Now the spectra of the two models agree at $q=0$, and the tail is larger by $\sqrt2$ than before, with the same exponent. At $2k_F$ the ratio to the Gaussian is again 0.54. This agreement is accidental: the two exponential spectra happen to cross close to this wavevector. The mobility ratio at 300 K becomes about 1.7. A quoted correlation length is incomplete without its covariance function.

Set beside a real silicon transistor, the chosen height and correlation length are of ordinary size, and the density belongs to strong inversion. Several assumptions are less secure. Screening can be estimated by treating the electrons as a thin sheet and multiplying $S$ by $[q/(q+q_s)]^2$, with the long-wavelength value $q_s=1.68$ nm$^{-1}$ at 300 K. The mobility ratio at 300 K then rises by about 6 per cent. Suppression of the exponential's excess at small $q$ explains only part of this: if $S_E$ is replaced by $S_G$ below the first crossing, screening still raises the ratio by about 4 per cent. Screening also bears on the Born approximation, which requires the level broadening $\hbar/\tau_0$ to be small compared with the kinetic energy; here $1/\tau_0$ is the total scattering rate, without the factor $1-\cos\theta$. With $g=0.077$ eV/nm, the force of the mean inversion field, the unscreened exponential model gives a broadening of about 12 per cent of the kinetic energy at 0.063 eV, but about 1.4 times the kinetic energy at 0.01 eV. The unscreened ratios at 300 K therefore compare the two spectra within the Born formula, which is not reliable for the slowest electrons. With the thin-sheet screening the broadening is 3 per cent or less at both energies. A thin sheet overstates the screening: for a layer described by the Fang–Howard variational wavefunction with mean depth 1.5 nm, the broadening is about 2 per cent at 0.063 eV and 6 per cent at 0.01 eV, while the screened mobility ratio at 300 K stays at about 1.66. All these broadenings scale as $g^2$, which a depletion charge of $3\times10^{12}$ cm$^{-2}$ would multiply by about 2.6. A triangular well with the mean inversion field of 0.77 MV/cm, depletion charge omitted, puts the next level of the same valleys 0.11 eV above the lowest and the fourfold valleys 0.10 eV above it. In this well the lowest subband holds only about 78 per cent of the electrons. The share depends on the well: a self-consistent electrostatic potential gives roughly 64 to 81 per cent for depletion charges between $3\times10^{11}$ and $3\times10^{12}$ cm$^{-2}$. The unscreened mobility ratio of the lowest subband alone is about 1.5 in all these cases; the mobility of the other subbands and scattering between subbands are not included. The assumed coupling is linear in $h$. For a rigid displacement of the wall this is exact in the triangular well, whose field is uniform. In a self-consistent well with all electrons in the lowest subband and no depletion charge, with the potential held fixed while the wall moves by $\Delta$, the quadratic part of the level shift is about 23 per cent of the linear part. Corrections of higher order therefore need not be negligible. With a rough barrier of 3.1 eV and oxide mass of $0.5\,m_e$, the wavefunction penetrates about 0.16 nm into the oxide, half the rms height, which the hard-wall estimate leaves out. The oxide field due to the inversion charge is 4.6 MV/cm, below the rough breakdown scale of 10 MV/cm for good silicon dioxide.

The atomic lattice limits the tail itself. For a surface spacing of about 0.38 nm, the cutoff $\pi/(0.38\ \mathrm{nm})=8.27$ nm$^{-1}$ corresponds to $X=12.4$. The exponential model places 8 per cent of its variance beyond this point, where a continuous height function has lost its meaning; the Gaussian places a fraction $2\times10^{-17}$ there. The rms slope of the exponential surface is 0.65 up to the cutoff and would be 0.96 up to twice the cutoff, while the Gaussian value is 0.40. Rounding the cusp over $a=0.38$ nm at fixed $\Delta$ reduces the spectrum at the cutoff to 0.23 of its sharp-cusp value. At $2k_F$ it raises the spectrum by 17 per cent, because the factor $e^{\alpha a}$ that preserves the variance outweighs the loss from rounding. Both figures hold $\alpha$ fixed, which lengthens the $1/e$ distance from 1.5 to 1.84 nm. If $\alpha$ is adjusted to keep that distance at 1.5 nm, the spectrum is 0.31 of its sharp-cusp value at the cutoff and 26 per cent above it at $2k_F$. Between $1/\Lambda=0.67$ nm$^{-1}$ and $1/a=2.6$ nm$^{-1}$ there is only a factor of four, too little for a clean inverse-cube range if the cusp is rounded on this scale. The numerical output lists both spectra over a wider range of $q\Lambda$.

## Table of computed values

```
rms height 0.3 nm, correlation length 1.5 nm
sheet density 1.0e+13 cm^-2, T 300 K
masses 0.19, 0.916 m_e; permittivities 11.7, 3.9
qL | S_exp nm^4 | S_gauss nm^4 | exponent exp | exponent gauss
   0 | 1.272e+00 | 6.362e-01 | -0.000 | -0.0
   1 | 4.498e-01 | 4.955e-01 | -1.500 | -0.5
   2 | 1.138e-01 | 2.340e-01 | -2.400 | -2.0
   4 | 1.815e-02 | 1.165e-02 | -2.824 | -8.0
   8 | 2.428e-03 | 7.159e-08 | -2.954 | -32.0
  16 | 3.088e-04 | 1.020e-28 | -2.988 | -128.0
measured exponent, qL from 20 to 40: -2.9959
q^3 S/(2 pi), other cusp, qL=40: 1.0019
spectra cross at qL = 0.905 and 3.620
the same crossings: q = 0.604 and 2.414 1/nm
minimum S_exp/S_gauss, at qL=sqrt(5): 0.475
k_F 0.560 1/nm, 2k_F 1.121 1/nm
2k_F L 1.681, exponent there -2.216
S_exp(2k_F) 0.1699 nm^4
S_gauss(2k_F) 0.3138 nm^4
S_exp/S_gauss at 2k_F: 0.542
same, sqrt(2) convention: 0.541
q^-3 law / full S_exp at 2k_F: 1.575
Mobility ratio, exponential / Gaussian model:
  T=0, unscreened: 1.415
  300 K, unscreened: 1.565
  300 K, sqrt(2) convention: 1.684
  300 K, screened: 1.659
  300 K, lowest subband of several: 1.515
Sizes of neglected effects:
  Fermi energy 0.0630 eV, kT 0.0259 eV
  screening wavevector 1.680 1/nm
  mean inversion field 0.773 MV/cm
  next level, same valleys 0.110 eV above lowest
  fourfold valleys 0.101 eV above lowest
  share of electrons in lowest subband 0.777
  mean depth 1.268 nm, height/depth 0.237
  lattice spacing 0.38 nm, cutoff pi/a 8.267 1/nm
  variance beyond cutoff, exp 0.0804
  variance beyond cutoff, gauss 2.0e-17
  rms slope to cutoff, exp 0.649
  rms slope to twice cutoff, exp 0.956
  rms slope, gauss 0.400
  rounded/sharp cusp spectrum at 2k_F 1.174
  rounded/sharp cusp spectrum at cutoff 0.229
  oxide barrier 3.1 eV, oxide mass 0.5 m_e
  oxide penetration length 0.157 nm
  oxide field 4.64 MV/cm
```
